\section*{Choosing the mixing fraction in self-consistent STLS electron-gas response}

\section{Why the setting depends on $r_s$ alone}

The local-field factor $G(q)$ of an electron gas is a pure number. An unpolarized three-dimensional gas at zero temperature, with a uniform neutralizing background, supplies two lengths: the inverse Fermi wavevector and the Bohr radius. Isotropy removes the direction of $\mathbf q$. A static $G$ must therefore have the form
\begin{equation}
G(q)=G(Q;r_s),\qquad Q=q/k_F .
\end{equation}
The setting discussed here is the linear mixing fraction $a$ in
\begin{equation}
G_{j+1}=(1-a)G_j+aF[G_j], \label{mix}
\end{equation}
where $F$ is one pass through the Singwi--Tosi--Land--Sj\"olander (STLS) equations. Since $a$ is also a pure number, its stability limit is a function of $r_s$ alone.

Hartree atomic units are used. From $n=3/(4\pi r_s^3)=k_F^3/(3\pi^2)$ follows $k_F=1/(\alpha r_s)$ with $\alpha=(4/9\pi)^{1/3}$. Below, $k$ is also measured in $k_F$ wherever it appears beside $Q$.

\section{What one iteration computes}

\subsection{The closure}

Let $f_1(\mathbf r,\mathbf p,t)$ be the phase-space density and $v(r)=1/r$. Its equation of motion contains the pair density $f_2$:
\begin{equation}
\partial_t f_1+\mathbf p\cdot\nabla f_1-\nabla V\cdot\nabla_p f_1
=\int d\mathbf r'd\mathbf p'\,\nabla v(\mathbf r-\mathbf r')\cdot\nabla_p f_2 .
\end{equation}
STLS sets $f_2=f_1f_1'\,g(|\mathbf r-\mathbf r'|)$ with the equilibrium pair function $g$. This is an approximation: the correlation hole does not adjust to the perturbation. On linearizing, the term with unperturbed $f_1'$ vanishes because $g\nabla v$ averages to zero over directions. The remaining force is
\begin{equation}
-\nabla V-\int d\mathbf r'\,g(|\mathbf r-\mathbf r'|)\nabla v(\mathbf r-\mathbf r')\,\delta n(\mathbf r').
\end{equation}
Write $g=1+(g-1)$ and use $S(q)-1=n\int d\mathbf r\,e^{-i\mathbf q\cdot\mathbf r}(g-1)$. The transform of $\nabla v$ is $i\mathbf q\,v_q$, with $v_q=4\pi/q^2$, and a product becomes a convolution. Calling the transform of $g\nabla v$ $i\mathbf q\,v_q(1-G)$ and projecting on $\mathbf q$ gives, since $v_{q'}/v_q=q^2/q'^2$,
\begin{equation}
G(q)=-\frac1n\int\!\frac{d^3q'}{(2\pi)^3}\frac{\mathbf q\cdot\mathbf q'}{q'^2}
\,[S(|\mathbf q-\mathbf q'|)-1]. \label{closure}
\end{equation}
The density responds to $V+v_q(1-G)\delta n$. With the free quantum response $\chi_0$ in place of the classical one,
\begin{equation}
\chi=\frac{\chi_0}{1-v_q(1-G)\chi_0}. \label{chi}
\end{equation}
The random-phase approximation (RPA) is $G=0$.

The same projection in real space uses $\nabla v=-\hat{\mathbf r}/r^2$ and $\int d\Omega\,e^{-iqr\mu}\mu=-4\pi i j_1(qr)$, where $\mu$ is the cosine of the angle between $\mathbf q$ and $\mathbf r$. It gives
\begin{equation}
G(q)=-q\int_0^\infty dr\,j_1(qr)[g(r)-1].
\end{equation}
The local field is thus the exchange-correlation hole $g-1$ weighted by the Coulomb force.

To reduce (\ref{closure}) to one dimension, put $\mathbf q'=\mathbf q-\mathbf k$ and split the numerator:
\begin{equation}
q^2-qk\mu=\tfrac12(q^2+k^2-2qk\mu)+\tfrac12(q^2-k^2).
\end{equation}
Dividing by $q'^2=q^2+k^2-2qk\mu$ and averaging over the cosine $\mu$ gives
\begin{align}
K(Q,k)&=\frac12\left[1+\frac{Q^2-k^2}{2Qk}\ln\left|\frac{Q+k}{Q-k}\right|\right],\\
F[G](Q)&=-\frac32\int_0^\infty dk\,k^2K(Q,k)[S(k)-1]. \label{F}
\end{align}
The prefactor is $k_F^3/(2\pi^2n)=3/2$. For $Q<k$, let $r=Q/k$. Expanding the logarithm gives
\begin{equation}
K=\sum_{m\ge1}\frac{r^{2m}}{4m^2-1}=\frac{r^2}{3}+\frac{r^4}{15}+\cdots, \label{series}
\end{equation}
which lies between $0$ and $1/2$. The two orderings are related by $K(Q,k)+K(k,Q)=1$, because the logarithmic term changes sign on exchange. Hence $0<K<1$ for positive arguments.

The limits follow at once. For small $Q$, $G\to\gamma Q^2$ with $\gamma=-\frac12\int_0^\infty dk\,(S-1)$. For large $Q$, $K\to1$ and
\begin{equation}
G(\infty)=-\frac32\int_0^\infty dk\,k^2(S-1)=1-g(0). \label{ginf}
\end{equation}

\subsection{The free response on the imaginary axis}

Let $n_{\mathbf k}$ be the occupation and $\Delta=\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}$. Replacing $\mathbf k$ by $-\mathbf k-\mathbf q$ in the second occupation term of the Lindhard sum gives
\begin{equation}
\chi_0(q,i\omega)=-2\int\frac{d^3k}{(2\pi)^3}\,n_{\mathbf k}\frac{2\Delta}{\omega^2+\Delta^2}.
\end{equation}
Set $\omega=uQk_F^2$, $b=Q/2$, and let $z$ be the component of $\mathbf k/k_F$ along $\mathbf q$, so $\Delta=k_F^2Q(z+b)$. The slice of the Fermi sphere at $z$ has area $\pi(1-z^2)$. Therefore $\chi_0=-(k_F/\pi^2)f$, with
\begin{equation}
f=\frac1{2Q}\int_{-1}^{1}dz\,\frac{(1-z^2)(z+b)}{(z+b)^2+u^2}.
\end{equation}
With $y=z+b$, polynomial division turns the integrand into
\begin{equation}
\frac{(1-b^2+u^2)y}{y^2+u^2}-y+2b-\frac{2bu^2}{y^2+u^2}.
\end{equation}
Between $b-1$ and $b+1$ the middle terms give $-2b+4b=2b$. Hence
\begin{align}
f&=\frac12+\frac{1+u^2-b^2}{8b}\ln\frac{(1+b)^2+u^2}{(1-b)^2+u^2}\nonumber\\
&\quad-\frac u2\left[\arctan\frac{1+b}{u}+\arctan\frac{1-b}{u}\right].
\end{align}

\subsection{The structure factor}

Excitations of energy $E_m$ and density matrix element $\rho_m$ in volume $\Omega$ contribute $-2E_m|\rho_m|^2/[\Omega(\omega^2+E_m^2)]$ to $\chi(q,i\omega)$ and $|\rho_m|^2/\Omega$ to $nS$. Since $\int_0^\infty d\omega\,2E_m/(\omega^2+E_m^2)=\pi$,
\begin{equation}
S(q)=-\frac1{\pi n}\int_0^\infty d\omega\,\chi(q,i\omega).
\end{equation}
STLS applies this relation to its approximate $\chi$. On the imaginary axis the integrand is smooth, and a plasmon needs no separate pole contribution. From $v_qk_F/\pi^2=c/Q^2$ with $c=4\alpha r_s/\pi$, and $d\omega=Qk_F^2du$,
\begin{equation}
S=\frac{3Q}{\pi}\int_0^\infty du\,\frac{f}{1+xf},\qquad
x=\frac{c(1-G)}{Q^2}. \label{S}
\end{equation}
The identity $f/(1+xf)=f-xf^2/(1+xf)$ separates the free result:
\begin{equation}
S=S_0-\frac{3Q}{\pi}\int_0^\infty du\,\frac{xf^2}{1+xf}. \label{sub}
\end{equation}
Here $1-S_0$ is the fractional overlap of two Fermi spheres displaced by $Q$, so $S_0=3Q/4-Q^3/16$ for $Q<2$ and $S_0=1$ beyond. The remaining integrand falls as $u^{-4}$ instead of $u^{-2}$. Equations (\ref{sub}) and (\ref{F}) make up one pass $F[G]$.

As $r_s\to0$ at fixed $Q>0$, $S\to S_0$. Direct integration then gives $\gamma=3/8$ and $g(0)=1/2$: Pauli exclusion removes parallel-spin pairs at contact and leaves opposite spins uncorrelated. The value $3/8$ belongs to the closure, not to the exact gas: equating $-v_qG=-4\pi\gamma/k_F^2$ at small $q$ to the exchange kernel $-\pi/k_F^2$ of the compressibility sum rule would give $\gamma=1/4$.

\section{Why the closure repairs contact}

At large $Q$ the energy transfer is nearly $q^2/2$ for every occupied state, so $f\simeq\frac13(Q^2/4+u^2)^{-1}$. To leading order in $x$, with $\int_0^\infty du\,(b^2+u^2)^{-2}=\pi/(4b^3)$,
\begin{equation}
S-1\simeq-\frac{3Q}{\pi}\,\frac{x}{9}\,\frac{2\pi}{Q^3}
=-\frac{8\alpha r_s}{3\pi}\frac{1-G(\infty)}{Q^4}. \label{tail}
\end{equation}
For self-consistent STLS the last numerator is $g(0)$, by (\ref{ginf}). In RPA it is $1$, whatever contact value RPA itself produces.

The Coulomb cusp shows which form is right. The relative wavefunction of two electrons near contact obeys $-\nabla^2\psi+\psi/r\simeq E\psi$, so $\psi\propto1+r/2$ and $g(r)\simeq g(0)(1+r)$. The transform of $r$ has the tail $-8\pi/q^4$, hence $S-1\to-8\pi n\,g(0)/q^4$. In units of $k_F$ this is (\ref{tail}) with $g(0)$ in the numerator. RPA digs its hole with the full bare repulsion even where few pairs remain; STLS weakens the repulsion as the pairs disappear. At $r_s=1$ the computed tail, divided by $8\alpha r_s/(3\pi)$, is $0.2232$ in STLS, against $g(0)=0.2231$. In RPA it is $1.0000$. The tail accounts for only part of the repair. Of the change in $g(0)$ from RPA to STLS at $r_s=1$, $4$ and $10$, about 40\% comes from $k>4$, about a third from $2<k<4$, and the rest from $k<2$, where the asymptotic form does not hold.

Nothing in the closure enforces $g(0)\ge0$. If $g(0)$ turns negative, $G(\infty)>1$, the short-range effective interaction becomes attractive, and the tail of $S-1$ becomes positive. This feedback opposes a further fall, but it permits a small negative value.

\section{What mixing does to an error}

\subsection{The linearized map}

Let $\delta G$ be a small deviation from the fixed point. Since $\partial x/\partial G=-c/Q^2$, equation (\ref{S}) gives $\delta S=D\,\delta G$ with
\begin{equation}
D(Q)=\frac{3Q}{\pi}\int_0^\infty du\,\frac{c}{Q^2}\frac{f^2}{(1+xf)^2}>0 .
\end{equation}
A larger $G$ weakens the repulsion and raises $S$. Through (\ref{F}), the new local field is then lowered:
\begin{equation}
(J\delta G)(Q)=-\frac32\int_0^\infty dk\,k^2K(Q,k)D(k)\,\delta G(k). \label{J}
\end{equation}
The feedback that limits the fall of $g(0)$ therefore also makes an undamped iteration overshoot.

\subsection{No eigenvalue has a positive real part}

Assume $1+xf>0$ at the fixed point. Put $w=k^2D$ and $\phi=\sqrt w\,\delta G$. If $J\delta G=\mu\,\delta G$ (from here on $\mu$ is an eigenvalue), then
\begin{equation}
\mu\,\phi(Q)=-\frac32\int_0^\infty dk\,\sqrt{w(Q)}\,K(Q,k)\sqrt{w(k)}\,\phi(k).
\end{equation}
Multiply by $\phi^*(Q)$, integrate, and take the real part. This retains the symmetric part of $K$, which is $1/2$ because $K(Q,k)+K(k,Q)=1$. Thus
\begin{equation}
\mathrm{Re}\,\mu\int|\phi|^2dk=-\frac34\left|\int\sqrt w\,\phi\,dk\right|^2\le0. \label{re}
\end{equation}
The integrals exist. At small $k$, where $x>0$, the inequality $(1+xf)^2\ge4xf$ gives $D\le S_0/[4(1-G)]$. At large $k$, $w$ falls as $k^{-2}$. Since $K$ is bounded, the symmetrized operator is then compact, and its eigenvalues can accumulate only at zero.

Because the kernel of $-J$ is positive, the Perron--Frobenius theorem in its integral-operator form makes the eigenvalue of largest modulus real: it is $\mu=-\lambda$ with $\lambda>0$, and its $\delta G$ has one sign at all $Q$. The leading error is a local field too large everywhere or too small everywhere.

\subsection{The stability limit and the best fraction}

Mixing multiplies an eigenmode by $1-a(1-\mu)$ per step. Squaring its modulus and requiring a result below one gives
\begin{equation}
a<a_{\max}=\min_\mu\frac{2\,\mathrm{Re}(1-\mu)}{|1-\mu|^2}. \label{amax}
\end{equation}
Since $\mathrm{Re}(1-\mu)\ge1$ and $|1-\mu|\le1+\lambda$, this limit is at least $2/(1+\lambda)^2$, which is positive. A sufficiently small fraction is therefore locally stable at every $r_s$ where the assumed fixed point exists. Moreover $1-\mu$ cannot vanish, so $1-J$ is invertible and a small change of $r_s$ moves the fixed point smoothly. Divergence of the mixing does not by itself show that the solution has disappeared.

The leading mode alone gives the limit $2/(1+\lambda)$. The full minimum (\ref{amax}) agrees with this to the accuracy of the table below. Plain iteration, $a=1$, requires $\lambda<1$.

Modes near $\mu=0$ decay by $|1-a|$, and the leading mode by $|1-a(1+\lambda)|$. A small $a$ slows the former; a large $a$ makes the latter overshoot. Balancing $1-a=a(1+\lambda)-1$ yields
\begin{equation}
a_{\rm best}\simeq\frac{2}{2+\lambda},\qquad
\text{error factor}\simeq\frac{\lambda}{2+\lambda}. \label{best}
\end{equation}
This assumes that no other complex mode is slower. A scan over $a$ with the full spectrum, in steps of $0.005$, agrees with it to within the step.

\section{The electron gas from $r_s=1$ to $20$}

\subsection{Discretization}

The $k$ axis is split into $0<k<2$ and $k=2/t$ with $0<t<1$. On the second part $k^2(S-1)\,dk$ becomes $\frac12k^4(S-1)\,dt$ in magnitude, finite at $t=0$ by (\ref{tail}). Polynomials interpolate $S-1$ on the first panel and $k^4(S-1)$ on the second; their products with $K$ are integrated separately on either side of the logarithmic kink at $k=Q$. The Lindhard table does not depend on $r_s$ and is built once. There are 64 nodes in $Q$ and 110 in $u$. The numerical output lists the errors of the individual steps.

\subsection{One density in detail}

At $r_s=4$, $k_F=0.4798\,a_0^{-1}$ and $c=4/(\pi k_F)=2.654$. Consider $Q=2$, where $f(2,0)=1/2$. In RPA the static denominator is $1+(2.654/4)/2=1.332$. The converged $G(2)=0.800$ reduces it to $1+(2.654\times0.200/4)/2=1.066$. Correspondingly $S(2)$ rises from $0.895$ to $0.976$, closer to its free value of $1$.

Plain iteration from RPA gives successive contact values
\[
-1.599,\;1.491,\;-1.068,\;0.698,\;-0.428,\;0.268,\;-0.158,\;0.101 .
\]
The limit is $0.003$. The last two deviations are $-0.161$ and $0.098$, with ratio $-0.61$, in agreement with $-\lambda=-0.609$. The alternation is the negative eigenvalue made visible. An early iterate can thus have a positive $g(0)$ that says nothing about the converged one.

\subsection{Trend with density}

\begin{center}
\begin{tabular}{rrrrrr}
$r_s$ & RPA $g(0)$ & STLS $g(0)$ & $\lambda$ & $a_{\max}$ & $a_{\rm best}$\\
1 & $-0.126$ & $0.223$ & 0.172 & 1.71 & 0.92\\
2 & $-0.659$ & $0.099$ & 0.324 & 1.51 & 0.86\\
4 & $-1.599$ & $0.003$ & 0.609 & 1.24 & 0.77\\
6 & $-2.440$ & $-0.021$ & 0.885 & 1.06 & 0.69\\
10 & $-3.950$ & $-0.019$ & 1.433 & 0.82 & 0.58\\
20 & $-7.203$ & $-0.002$ & 2.825 & 0.52 & 0.41
\end{tabular}
\end{center}

The column $a_{\rm best}$ is (\ref{best}) evaluated with the tabulated $\lambda$. RPA $g(0)$ is positive at high density and changes sign at $r_s=0.782$. STLS postpones the sign change to $r_s=4.147$. At $r_s=6$ the remaining negative value is $0.0205/2.4397=0.8\%$ of the RPA one in magnitude. The repair is large but incomplete, since a pair probability cannot be negative. The STLS value does not fall steadily: among the tabulated densities it is lowest at $r_s=6$ and lies close to zero again at $r_s=20$. The analysis above does not explain this return, and it does not mean that the defect has healed: the minimum of $g(r)$ moves away from contact, to about $-0.036$ near $k_Fr=0.25$ at $r_s=10$ and about $-0.025$ near $k_Fr=0.4$ at $r_s=20$.

The ratio $\lambda/r_s$ falls slowly from $0.17$ to $0.14$ across the table. Plain iteration loses local stability at $r_s=6.839$. At $r_s=10$ the predicted error factors are $0.800$ for $a=0.9a_{\max}$ and $1.200$ for $a=1.1a_{\max}$. Tests that followed the full nonlinear iteration measured the same values.

\section{Setting the fraction in practice}

For this model with $1\le r_s\le20$, the approximation $\lambda\approx0.15\,r_s$ deviates from the computed $\lambda$ by at most 13\% of $\lambda$ at the tabulated points. Inserted in (\ref{best}), it gives
\begin{equation}
a\approx\frac{2}{2+0.15\,r_s}. \label{rule}
\end{equation}
This is $0.77$ at $r_s=4$ and $0.40$ at $r_s=20$, against scanned optima of $0.765$ and $0.415$. The coefficient is empirical and should not be carried to two dimensions, spin polarization, finite temperature or another closure.

Too small a fraction is safe here but slow. With $a=0.1$ the modes near $\mu=0$ shrink by $0.9$ per step, so a reduction by $10^8$ takes about $\ln10^8/|\ln0.9|\approx175$ steps at every tabulated $r_s$, since the leading mode decays faster as long as $\lambda<18$. The runs from $G=0$ to a residual of $10^{-8}$ took 158 to 163. With the best fraction they took 9 at $r_s=1$ and 40 at $r_s=20$. Plain iteration at $r_s=6$ is still stable but needs 171, against 19 with the best fraction.

The way a run misbehaves indicates the remedy. Alternating changes in $g(0)$ that shrink slowly or grow mean that $a(1+\lambda)$ is near or above $2$: reduce $a$. A slow drift without step-to-step alternation at small $a$ reflects a factor near $1-a$: increase $a$. Such a drift can still reverse direction a few times in a run.

Local stability does not protect the first steps. A large overshoot can make $G>1$ and drive $1+xf$ through zero, where (\ref{S}) loses its meaning. With $a=1$ from $G=0$ this happened after three evaluations at $r_s=10$ and after one at $r_s=20$. The denominator should therefore be checked at every step.

A safe first step can be derived. In RPA $S\le S_0\le1$, so (\ref{F}) with $K<1$ gives $F[0](Q)\le F[0](\infty)=1-g_{\rm RPA}(0)$. The first mixed field stays at or below one, and the denominator positive, if
\begin{equation}
a\le\frac{1}{1-g_{\rm RPA}(0)} .
\end{equation}
At $r_s=20$ this is $1/8.20=0.12$. The condition is sufficient, not necessary: the run with $a=0.415$ also converged. The bound covers the first step only; for later steps the evidence is that the runs with $a=0.1$ converged from $G=0$ at every tabulated density. If a cold start fails, take the first steps with a fraction of this size, or start from the converged $G$ of a slightly smaller $r_s$, and then return to (\ref{rule}).

A small residual certifies a solution of the STLS equations, not the physical accuracy of the closure. For $r_s=6$, $10$ and $20$ the converged contact value is negative, and $a$ does not enter it: the fraction affects the path, while the fixed points belong to $F$. The analysis shows that this fixed point is isolated, not that it is unique; the converged runs from $G=0$ with different fractions all reached the same one.

\section*{Numbers as computed}
\begin{verbatim}
r_s = 4.0 a0, k_F = 0.4798 1/a0, c = 2.6537
nodes in Q: 64, nodes in u: 110
error Lindhard vs state integral: 2.3e-15
error closure vs vector integral: 3.4e-11
error closure vs real-space form: 3.4e-15
error S, imaginary vs real axis: 2.9e-11
error Jacobian vs differences: 1.8e-12
grid change of g(0): 7.3e-12, of lam: 2.1e-11
r_s=1 tail Q^4(1-S)/(8 alpha r_s/3pi) at Q = 1462:
  RPA 1.0000, STLS 0.2232, STLS g(0) 0.2231
r_s=4: gamma = 0.5261, G(0.05)/0.05^2 = 0.5257
r_s=4:  Q/k_F   G_STLS   S_RPA   S_STLS
         0.5   0.1231   0.1236   0.1308
         1.0   0.4033   0.4108   0.4756
         1.5   0.6591   0.7092   0.8240
         2.0   0.8000   0.8946   0.9757
         3.0   0.9061   0.9778   0.9979
         4.0   0.9447   0.9930   0.9996
r_s=4, a=1, g(0) of successive iterates from RPA:
  -1.5990 1.4908 -1.0678 0.6982 -0.4284 0.2676 -0.1579 0.1013  [ok]
r_s   g0_RPA   g0_STLS   lam    a_max  a_best  rate
   1  -0.1258   0.2231   0.1719  1.7067  0.920  0.0800
   2  -0.6594   0.0988   0.3235  1.5111  0.860  0.1400
   4  -1.5990   0.0032   0.6085  1.2434  0.765  0.2350
   6  -2.4397  -0.0205   0.8849  1.0611  0.695  0.3100
  10  -3.9503  -0.0185   1.4330  0.8220  0.580  0.4200
  20  -7.2026  -0.0017   2.8249  0.5229  0.415  0.5873
iterations from G=0 to residual 1e-8 (limit 400):
r_s   a=1   a=a_best   a=0.1
   1   13   9   160
   2   19   12   161
   4   43   15   158
   6   171   19   161
  10   pole@3   25   162
  20   pole@1   40   163
r_s=10 error factor per step: a, predicted, measured
  0.7398  0.8000  0.8000
  0.9042  1.2000  1.2000
plain iteration locally stable below r_s = 6.839 a0
RPA g(0) changes sign at r_s = 0.782 a0
STLS g(0) changes sign at r_s = 4.147 a0
\end{verbatim}
